# In-Plane Magnetoconductance of a Diffusive Film from Weak Localization

## 1. A number to explain

Take a model oxide film 20 nm thick at 2 K, with a sheet resistance of 1040 ohm. The theory below says that a field of 1 T, lying in the plane of the film, lowers its resistance by about 2.6 percent. Classical orbital magnetoresistance is of relative order $(\mu B)^2$. With a mobility $\mu=30$ cm²/Vs this is $(0.003)^2\approx10^{-5}$, more than a thousand times too small. The change comes from quantum interference, which the field suppresses even though the film is thinner than the magnetic length.

## 2. Assumptions and the interference correction

The film fills $-d/2<z<d/2$. SI units are used, with $e>0$. The electrons are degenerate, with two spin states, Fermi velocity $v_F$, isotropic elastic scattering time $\tau$, mean free path $l=v_F\tau$ and $D=v_F^2\tau/3$. Phase is lost at the rate $1/\tau_\phi$, and $L_\phi=\sqrt{D\tau_\phi}$. We work to leading order in $1/(k_Fl)$, without spin-orbit scattering, and assume

$$l\ll d\ll L_\phi,\qquad d\ll l_B=\sqrt{\hbar/(eB)} .$$

An electron can return to its starting point along a loop or along the same loop reversed. The two amplitudes interfere constructively and reduce the conductivity. In the Kubo formula this is the sum of crossed diagrams, in which states $\mathbf k$ and $\mathbf q-\mathbf k$ with small $q$ are paired:

$$\delta\sigma=2\,\frac{e^2\hbar}{2\pi}\int_{\mathbf k} v_x(\mathbf k)\,v_x(-\mathbf k)\,(G^RG^A)^2\int_{\mathbf q}W(\mathbf q).$$

The factor 2 counts spin. With $\gamma=\hbar/2\tau$ and energy $\xi$ from the Fermi level, $G^RG^A=1/(\xi^2+\gamma^2)$. If $\nu$ is the density of states per spin, then

$$\int_{\mathbf k}(G^RG^A)^2=\nu\int\frac{d\xi}{(\xi^2+\gamma^2)^2}=\frac{\pi\nu}{2\gamma^3}=\frac{4\pi\nu\tau^3}{\hbar^3}.$$

The velocities are opposite, so their product averages to $-v_F^2/3$. This is the origin of the minus sign.

**The pair sum.** One scattering event contributes $W_0=\hbar/(2\pi\nu\tau)$. Between events the pair contributes

$$P=W_0\nu\left\langle\int\frac{d\xi}{(\xi-i\gamma)(\xi-\hbar\mathbf v\cdot\mathbf q+i\gamma)}\right\rangle .$$

Closing the contour around $\xi=i\gamma$ gives $2\pi/(2\gamma+i\hbar\mathbf v\cdot\mathbf q)$. Multiplying by $W_0\nu$ and averaging over directions,

$$P=\left\langle\frac1{1+i\mathbf v\cdot\mathbf q\,\tau}\right\rangle=\frac{\arctan(ql)}{ql}\simeq1-\frac{q^2l^2}{3}=1-Dq^2\tau .$$

Phase loss removes a further fraction $\tau/\tau_\phi$ per event. The geometric series, up to terms that are not singular at small $q$, is therefore

$$W=\frac{W_0}{1-P}=\frac{\hbar}{2\pi\nu\tau^2}\,C(q),\qquad C(q)=\frac1{Dq^2+1/\tau_\phi}.$$

$C$ is the Cooperon. Collecting factors,

$$\delta\sigma=-\frac{e^2\hbar}{\pi}\,\frac{v_F^2}{3}\,\frac{4\pi\nu\tau^3}{\hbar^3}\,\frac{\hbar}{2\pi\nu\tau^2}\int_{\mathbf q}C=-\frac{2e^2D}{\pi\hbar}\int_{\mathbf q}C(q).$$

The integral is the return amplitude $C(\mathbf r,\mathbf r)$. Since $l\ll d$, the same local relation holds inside the film, and the sheet conductance follows by integrating over $z$.

## 3. The Cooperon in the field

Let the field point along $y$, with $\mathbf A=(Bz,0,0)$. The pair consists of two electrons, so its charge has magnitude $2e$. The sign of the charge merely reverses $q_x$, over which we integrate. With

$$\kappa=\frac{2eB}{\hbar}=\frac{2}{l_B^2},$$

the Cooperon is the inverse of the operator

$$D\left[-\partial_z^2+(q_x-\kappa z)^2+q_y^2\right]+\frac1{\tau_\phi}.$$

No pairs leave through the surfaces, and $A_z=0$, so $\partial_zC=0$ at $z=\pm d/2$.

Without field the transverse modes are $\chi_0=1/\sqrt d$ and $\chi_n=\sqrt{2/d}\,\cos[n\pi(z/d+1/2)]$, with eigenvalues $k_n^2=(n\pi/d)^2$. The modes with $n\ge1$ decay at rates of at least $\pi^2D/d^2$, much faster than $1/\tau_\phi$. The slow mode is uniform across the film, and to first order its eigenvalue is

$$\lambda_0=\langle(q_x-\kappa z)^2\rangle=q_x^2-2q_x\kappa\langle z\rangle+\kappa^2\langle z^2\rangle .$$

Here $\langle z\rangle=0$ and

$$\langle z^2\rangle=\frac1d\int_{-d/2}^{d/2}z^2\,dz=\frac{d^2}{12}.$$

The extra decay rate is thus

$$\boxed{\frac1{\tau_B}=D\kappa^2\frac{d^2}{12}=D\,\frac{4e^2B^2}{\hbar^2}\,\frac{d^2}{12}=\frac{De^2B^2d^2}{3\hbar^2}}$$

The choice of origin does not matter. Had we measured $z$ from one surface, $\langle z^2\rangle$ would be $d^2/3$, but the smallest eigenvalue would then lie at $q_x=\kappa d/2$. Relative to that minimum the decay is again set by the variance $d^2/12$.

The scaling has a simple reading. In the time $d^2/D$ an electron diffuses a distance of order $d$ both across and along the film, and the pair collects a random phase of order $\kappa d^2$. Successive phases add in mean square, which gives a rate of order $(\kappa d^2)^2D/d^2=D\kappa^2d^2$.

## 4. From the rate to the logarithm

Write $\Gamma=1/\tau_\phi+1/\tau_B$. For the slow mode, the substitution $u=Dq^2$ gives

$$\int\frac{d^2q}{(2\pi)^2}\frac1{Dq^2+\Gamma}=\frac1{4\pi D}\int_0^{\Lambda}\frac{du}{u+\Gamma}=\frac1{4\pi D}\ln\frac{\Lambda+\Gamma}{\Gamma}.$$

The cutoff $\Lambda$ is of order $D/d^2$, above which the other modes enter. Multiplication by $-2e^2D/(\pi\hbar)$ turns the prefactor into $-e^2/(2\pi^2\hbar)$. Since $\Lambda\gg\Gamma$, the cutoff cancels when the zero-field value is subtracted:

$$\boxed{\Delta\sigma=\frac{e^2}{2\pi^2\hbar}\ln\left(1+\frac{\tau_\phi}{\tau_B}\right)=\frac{e^2}{2\pi^2\hbar}\ln\left(1+\frac{B^2}{B_\parallel^2}\right)}$$

From $\tau_\phi/\tau_B=L_\phi^2e^2B^2d^2/(3\hbar^2)$ we read off

$$B_\parallel=\frac{\sqrt3\,\hbar}{e\,d\,L_\phi}.$$

The crossover comes when the flux through a cross-section of height $d$ and length $L_\phi$ reaches $\sqrt3\,\hbar/e$. At fixed $d$ and $L_\phi$, the diffusion constant drops out.

**Low field.** For $B\ll B_\parallel$ the change is quadratic, $\Delta\sigma\simeq(e^2/2\pi^2\hbar)\,B^2/B_\parallel^2$. Even loops as long as $\tau_\phi$ allows are only weakly dephased.

**Logarithmic window.** For $B\gg B_\parallel$ the change is $(e^2/2\pi^2\hbar)\,2\ln(B/B_\parallel)$. The field now cuts off the long loops before inelastic processes do. The derivation also needs $d\ll l_B$, so the window is

$$B_\parallel\ll B\ll\frac{\hbar}{ed^2},\qquad\text{with end ratio}\quad\frac{\hbar/(ed^2)}{B_\parallel}=\frac{L_\phi}{\sqrt3\,d}.$$

A wide logarithmic range therefore requires $L_\phi\gg d$.

## 5. How thin is thin enough?

The perturbation is $V=-2q_x\kappa z+\kappa^2z^2$. To second order the eigenvalue falls by $\sum_{n\ge1}|V_{0n}|^2/k_n^2$. With $s=z/d+1/2$, integration by parts gives

$$\langle0|z|n\rangle=\sqrt2\,d\int_0^1\left(s-\tfrac12\right)\cos(n\pi s)\,ds=\sqrt2\,d\,\frac{(-1)^n-1}{n^2\pi^2},$$

$$\langle0|z^2|n\rangle=\sqrt2\,d^2\int_0^1\left(s-\tfrac12\right)^2\cos(n\pi s)\,ds=\sqrt2\,d^2\,\frac{1+(-1)^n}{n^2\pi^2}.$$

The first is nonzero for odd $n$, the second for even $n$, so there are no cross terms. The two sums are

$$\sum_{n\ \rm odd}4q_x^2\kappa^2\,\frac{8d^2}{n^4\pi^4}\,\frac{d^2}{n^2\pi^2}=\frac{32q_x^2\kappa^2d^4}{\pi^6}\,\frac{\pi^6}{960}=\frac{q_x^2\kappa^2d^4}{30},$$

$$\sum_{n\ \rm even}\kappa^4\,\frac{8d^4}{n^4\pi^4}\,\frac{d^2}{n^2\pi^2}=\frac{8\kappa^4d^6}{\pi^6}\,\frac{\pi^6}{64\cdot945}=\frac{\kappa^4d^6}{7560}.$$

Hence, to this order,

$$\lambda_0=q_x^2\left(1-\frac{\kappa^2d^4}{30}\right)+\frac{\kappa^2d^2}{12}-\frac{\kappa^4d^6}{7560}.$$

Numerical diagonalization at $\kappa d^2=0.5$ and $q_xd=0.05$ gives 30.06 and 7561 for the two denominators.

Since $\kappa^2d^4=4(d/l_B)^4$, the decay rate is lowered by the fraction $(2/315)(d/l_B)^4$, which is below one percent even at $d=l_B$. The coefficient of $q_x^2$ is lowered more, by $(2/15)(d/l_B)^4$. Pairs then spread more slowly along $x$ and return more often, which takes away part of the positive magnetoconductance.

To include all the modes, the Cooperon was diagonalized on a lattice of 32 layers. The lattice values, here and in Section 7, lie up to about 0.001 below the continuum limit, so their last digit is uncertain by one. For $L_\phi/d=30$ and $d/l_B=0.5$, the change in units of $e^2/(2\pi^2\hbar)$ is 2.959, against 2.983 from the formula. The logarithmic slope was tested at fixed $L_\phi/d=300$, by raising the field fourfold from $d/l_B=0.3$ to $0.6$. The change grew by 2.730, against $2\ln4=2.773$, a deficit of 1.5 percent.

## 6. When the mean free path is not small

The rate can also be found from the phase along an electron's path, $\Phi=\kappa\int z\,v_x\,dt$. For many weak, random contributions $\langle e^{i\Phi}\rangle=e^{-\langle\Phi^2\rangle/2}$, so the decay rate is

$$\frac{\langle\Phi^2\rangle}{2t}=\kappa^2\int_0^\infty\langle z(0)v_x(0)\,z(t)v_x(t)\rangle\,dt .$$

Let the surfaces reflect specularly. Then $v_x$ survives until the first collision, which has not yet happened with probability $e^{-t/\tau}$. Unfolding the reflections turns the height into a periodic function of a straight path,

$$\frac zd=-\sum_{n\ \rm odd}\frac4{n^2\pi^2}\cos(n\pi s).$$

Averaging over the starting height, for a given $v_z$,

$$\langle z(0)z(t)\rangle=\sum_{n\ \rm odd}\frac{8d^2}{n^4\pi^4}\cos\frac{n\pi v_zt}{d}.$$

The time integral of $e^{-t/\tau}\cos(n\pi v_zt/d)$ is $\tau/[1+(n\pi v_z\tau/d)^2]$. With $v_z=uv_F$, the azimuthal average of $v_x^2$ is $v_F^2(1-u^2)/2$. Division by the diffusive rate, $\kappa^2v_F^2\tau d^2/36$, leaves the factor

$$f=\sum_{n\ \rm odd}\frac{144}{(n\pi)^4}\int_0^1\frac{1-u^2}{1+(n\pi u\,l/d)^2}\,du .$$

For $l\ll d$ the integral is $2/3$, and $\sum_{\rm odd}n^{-4}=\pi^4/96$ gives $f=1$: the rate of Section 3 is recovered by a second route. For larger $l$ the rate falls, because an electron that crosses the film during one flight samples positive and negative $z$ with the same $v_x$, and the phases partly cancel.

A random-flight simulation with specular walls gave $f=0.739$ at $l/d=0.5$, where the formula gives 0.734. At $l/d=0.15$ the values were 0.961 and 0.956. The statistical error is a little under one percent.

## 7. Worked example

The film has $n=10^{20}$ cm⁻³, $\mu=30$ cm²/Vs, mass $0.3\,m_e$, $d=20$ nm and $L_\phi=150$ nm at 2 K. From these,

- $k_F=(3\pi^2n)^{1/3}=1.436$ nm⁻¹ and $\tau=\mu m/e=5.12$ fs;
- $l=v_F\tau=2.84$ nm, so $l/d=0.14$ and $k_Fl=4.1$;
- $D=v_Fl/3=5.24$ cm²/s and $\tau_\phi=L_\phi^2/D=43.0$ ps.

With $\hbar/e=658$ T nm², the crossover field is

$$B_\parallel=\frac{1.732\times658}{20\times150}\ \text{T}=0.380\ \text{T},$$

and $l_B=d$ at $658/400=1.65$ T. The end ratio of the window is only 4.3, so this film shows the bend towards the logarithm rather than a long logarithmic range.

At 1 T, $1/\tau_B=1.61\times10^{11}$ s⁻¹, so $\tau_\phi/\tau_B=6.92$ and $\ln(7.92)=2.07$. The conductance unit $e^2/(2\pi^2\hbar)$ is 12.33 µS, hence $\Delta\sigma=25.5$ µS. Multiplied by 1040 ohm, this is a relative rise in conductance of 2.66 percent, which the numerical output lists as the first-order change in resistance. The resistance itself falls by $0.0266/1.0266$, the 2.6 percent quoted at the start. The pure logarithm $2\ln(B/B_\parallel)$ would give 1.94 in place of 2.07.

The calculation with all modes compares as follows, in units of $e^2/(2\pi^2\hbar)$:

| $B$ (T) | formula | all modes |
|---|---|---|
| 0.1 | 0.067 | 0.066 |
| 0.3 | 0.484 | 0.472 |
| 1.0 | 2.07 | 1.98 |
| 1.5 | 2.81 | 2.63 |

The formula is too high throughout, by 5 percent of the all-mode value at 1 T and 7 percent at 1.5 T. The sign agrees with the slower spreading along $x$ found in Section 5. The numerical output after these notes lists the remaining values.

## 8. The model beside a real film

The parameters are rough typical values for a degenerate amorphous indium-zinc-oxide film. The chosen $L_\phi$ is plausible: the standard estimate for dephasing by electron-electron collisions gives 140 nm at 2 K. The assumptions hold unequally well, and their effects on the value 2.07 at 1 T are these.

- **Disorder.** The expansion parameter $1/(k_Fl)$ is about 0.25. Higher orders were not calculated, so agreement at the percent level should not be expected. At the same density, a mobility of 10 cm²/Vs would give $k_Fl\approx1.4$, where the theory loses its basis.
- **Mean free path.** With specular surfaces $f=0.96$, which lowers the change to 2.03. Surfaces that scatter diffusely also end the correlation of $v_x$ at each wall. The factor is then about 0.85 and the change about 1.92, at the same $\tau_\phi$. Such walls also lower $D$ by about 5 percent; at the same $L_\phi$ the change is about 1.97.
- **Spin-orbit scattering.** Indium is fairly heavy, and the spin-orbit length is not known here. For an assumed 500 nm and isotropic scattering, with Zeeman mixing of the pair's spin states included (spin g-factor 2, here and in the next item), the change is 1.92. A length comparable to $L_\phi$ would alter the curve much more.
- **Zeeman effect on interactions.** The standard first-order expression, with its coupling constant set to one as a ceiling, contributes $-0.02$.
- **Pairing fluctuations.** The Maki-Thompson correction has the opposite sign and is not included here. Its field dependence is similar as long as $\hbar/\tau_B\ll k_BT$. In that range, a weak dimensionless coupling $g$ in the Cooper channel lowers the change by a fraction of roughly $\pi^2g^2/6$, or 6 to 7 percent at $|g|=0.2$. At 1 T, $\hbar/\tau_B$ is already about $0.6\,k_BT$, so the fraction is only a rough guide there, and the Cooper-channel correction linear in $g$, also left out, begins to depend on the field. Near a superconducting transition it is much larger.
- **Field-dependent dephasing.** The derivation holds $\tau_\phi$ fixed. If electron-electron collisions set it, their rate contains $\ln(k_BT/\hbar\Gamma)$, which shrinks as the field raises $\Gamma$. A self-consistent estimate lowers the change at 1 T by about 0.1. This is rough, since the logarithm is then below one.
- **Tilt.** A misalignment of 0.5 degree gives a perpendicular field of 8.7 mT at 1 T. This adds just 0.001, because the in-plane field has already dephased the large loops.

Temperature acts mainly through $L_\phi$. As the film warms, $L_\phi$ shrinks and $B_\parallel$ rises in proportion to $1/L_\phi$, while the upper limit $\hbar/(ed^2)$ stays fixed. The logarithmic window closes when $L_\phi$ falls to about $\sqrt3\,d$, here 35 nm. The derivation also assumes $d\ll L_\phi$, so even the low-field formula should not be trusted once $L_\phi$ comes close to $d$.

## Values computed for the example and the checks

```
density 1.0e+20 cm^-3, mobility 30 cm2/Vs
mass 0.30 m_e, thickness 20 nm, T 2.0 K
dephasing length L_phi 150 nm
k_F 1.436 nm^-1, k_F l 4.07
scattering time 5.12 fs, v_F 5.541e+05 m/s
mean free path 2.84 nm, l/d 0.142
diffusion constant 5.24 cm2/s
dephasing time 43.0 ps
sheet resistance 1040 ohm
e^2/(2 pi^2 hbar) 12.331 uS
crossover field B_par 0.380 T
field where l_B = d 1.646 T
B 0.1 T: l_B 81.1 nm, 1/tau_B 1.612e+09 s^-1, tau_phi/tau_B 0.069
  change: formula 0.0670, all modes 0.0655, formula 0.826 uS
B 0.3 T: l_B 46.8 nm, 1/tau_B 1.451e+10 s^-1, tau_phi/tau_B 0.623
  change: formula 0.4844, all modes 0.4723, formula 5.973 uS
B 1.0 T: l_B 25.7 nm, 1/tau_B 1.612e+11 s^-1, tau_phi/tau_B 6.925
  change: formula 2.0700, all modes 1.9756, formula 25.526 uS
B 1.5 T: l_B 20.9 nm, 1/tau_B 3.627e+11 s^-1, tau_phi/tau_B 15.580
  change: formula 2.8082, all modes 2.6342, formula 34.629 uS
at 1.0 T: 2 ln(B/B_par) 1.935
at 1.0 T: resistance change -2.66 percent
finite-l factor 0.9603, change at 1 T 2.0347
perpendicular dephasing field 7.31 mT
tilt 0.5 deg at 0.1 T: B_perp 0.87 mT, extra change 0.00052
tilt 0.5 deg at 1.0 T: B_perp 8.73 mT, extra change 0.00094
assumed spin-orbit length 500 nm, Zeeman rate times tau_phi 7.56
change at 1 T with spin-orbit 1.9210
Zeeman/thermal energy at 1 T 0.672, interaction ceiling -0.0203
classical (mobility B)^2 part at 1 T 0.00070
Fermi energy 0.262 eV, E_F/kT 1519
Nyquist estimate of L_phi 140 nm
thermal length equals d at 10.0 K
test L_phi/d 10, d/l_B 0.3: all modes 0.2355, formula 0.2390
test L_phi/d 10, d/l_B 0.5: all modes 1.1035, formula 1.1260
test L_phi/d 10, d/l_B 0.7: all modes 2.1291, formula 2.1976
test L_phi/d 30, d/l_B 0.3: all modes 1.2279, formula 1.2326
test L_phi/d 30, d/l_B 0.5: all modes 2.9589, formula 2.9832
test L_phi/d 30, d/l_B 0.7: all modes 4.2205, formula 4.2909
test fourfold field: step 2.7301, 2 ln 4 2.7726
test flights l/d 0.15: simulated 0.961, formula 0.956
test flights l/d 0.50: simulated 0.739, formula 0.734
test 1/shift coefficient 7561.1, 1/mass coefficient 30.062
```
